\section*{Edge Bending and the Quadratic Density Law for Open-Cell Foams}

\section{The result and its conditions}

An open-cell foam is a frame of solid edges that meet at joints. Let $E_s$ be the Young modulus of the solid, $E^*$ that of the foam, and $\rho$ the relative density, that is, the fraction of the volume filled by solid. If the edges are slender and the foam can carry the applied stress only by bending them, then
\begin{equation}
\frac{E^*}{E_s}=C\rho^2 \qquad (\rho\to0),
\label{law}
\end{equation}
where $C$ depends on the cell geometry, the load direction and the shape of the edge section, and may also depend on the Poisson ratio of the solid. For the Kelvin foam, a packing of truncated octahedra, loaded along a cube axis and built of round edges, $C=4\sqrt2/(3\pi)\approx0.600$.

In a porous interlayer dielectric, lower density reduces the permittivity but also the stiffness. Under Eq.~\eqref{law}, halving the density leaves a quarter of the modulus. This is the low-density limit for a foam free to deform sideways; a dense porous film lies outside it, and a film bonded to a substrate is not free in this way.

The assumptions are these. The edges are straight and uniform, of length of order $L$, section area $A$ and second moment of area $I$, the same about every transverse axis. They are rigidly joined and linearly elastic, and strains are small. The sample is many cells wide. As $\rho$ changes, the cell geometry and section shape stay fixed, so that
\begin{equation}
I=cA^2
\label{shape}
\end{equation}
with constant $c$. For a round edge of diameter $d$, $A=\pi d^2/4$ and $I=\pi d^4/64$, hence $c=1/(4\pi)$. The solid volume is counted as edge length times $A$, which counts the overlap at the joints more than once.

\section{Why bending gives the square}

Apply a uniaxial stress $\sigma$. Each edge section carries an axial force $N$, a shear force $Q$, a bending moment $M$ and a torque $T$. The elastic energy per volume is
\begin{equation}
\frac{\sigma^2}{2E^*}=\frac1V\sum_{\rm edges}\int\!\left[
\frac{N^2}{2E_sA}+\frac{Q^2}{2\kappa GA}+\frac{M^2}{2E_sI}+\frac{T^2}{2GJ}\right]d\xi ,
\label{energy}
\end{equation}
where $\xi$ runs along the edge, $G$ is the shear modulus of the solid, $J\propto A^2$ is the torsion constant and $\kappa$ is a number of order one that allows for the uneven shear stress in a section.

Among all internal force systems that balance the load, the actual one has the least energy. The difference between another such system and the actual one balances zero load, so it does no work through the actual deformation. The cross term in the energy vanishes, and the difference adds only its own positive energy.

Equilibrium involves the positions of the edges but not their thickness. Forces can therefore be written as $\sigma L^2$, and moments as $\sigma L^3$, times dimensionless functions from a set fixed by geometry. With $V\propto L^3$, Eq.~\eqref{energy} becomes
\begin{equation}
\frac{E_s}{E^*}=\min\left[\alpha\,\frac{L^2}{A}+\beta\,\frac{L^4}{I}\right],
\label{minimum}
\end{equation}
where $\alpha$ collects the force terms and $\beta$ the moment terms. Both are non-negative and independent of $A$.

Let $\beta_0$ be the smallest value of $\beta$, and $\alpha_1$ the value of $\alpha$ for the force system that attains it. Dropping the force terms gives a lower bound, and inserting that particular system gives an upper bound:
\begin{equation}
\beta_0\frac{L^4}{I}\le\frac{E_s}{E^*}\le
\beta_0\frac{L^4}{I}+\alpha_1\frac{L^2}{A}.
\label{bounds}
\end{equation}

If $\beta_0>0$, the two bounds differ by a relative amount of order $I/(AL^2)$. Since $\rho\propto A/L^2$ and $I\propto A^2$, this is of order $\rho$, and
\begin{equation}
\frac{E^*}{E_s}\simeq\frac{I}{\beta_0L^4}\propto\frac{A^2}{L^4}\propto\rho^2 .
\label{scaling}
\end{equation}

If $\beta_0=0$, some force system balances the load without moments. Shear force is the rate of change of bending moment along an edge, so it vanishes too, and axial forces alone suffice. Equation~\eqref{bounds} then gives $E_s/E^*\le\alpha_1L^2/A$. The forces cannot all vanish, because they carry the stress, so $\alpha$ also has a positive minimum and the modulus is linear in $\rho$ to leading order.

A simple cubic frame loaded along its edges shows this second case. One load-bearing edge stands on each area $L^2$, so $\sigma L^2=E_sA\varepsilon$ at strain $\varepsilon$. With three edges per volume $L^3$, $\rho=3A/L^2$ and $E^*/E_s=\rho/3$. An open structure is thus not enough for the square law; the load must require bending.

\section{Geometry of the Kelvin foam}

The constant $C$ requires a definite cell. Use the length unit $a=L/\sqrt2$. The vertices of a truncated octahedron are the permutations of $(0,\pm1,\pm2)$, and neighbouring vertices are $\sqrt2\,a=L$ apart. The cells are centred on a body-centred cubic lattice of cube side $4a$, so each occupies
\begin{equation}
V_c=\frac{(4a)^3}{2}=32a^3=8\sqrt2\,L^3 .
\end{equation}
A cell has 36 edges, each shared by three cells, which leaves 12 per cell. Therefore
\begin{equation}
\rho=\frac{12AL}{8\sqrt2L^3}=\frac{3A}{2\sqrt2L^2},
\qquad \frac{A}{L^2}=\frac{2\sqrt2}{3}\rho .
\label{density}
\end{equation}

Let the stress act along the cube axis $z$. Every joint has one odd coordinate, which is used to name it. The $z$-joint $(0,2,1)$ has neighbours $(0,1,2)$, $(0,3,2)$, $(1,2,0)$ and $(-1,2,0)$. The $y$-joint $(0,1,2)$ has neighbours $(0,2,1)$, $(0,2,3)$, $(1,0,2)$ and $(-1,0,2)$. The $x$-joints follow by exchanging $x$ and $y$. Of the 12 edges per cell, eight are inclined at $45^\circ$ to $z$ and four are horizontal. The inclined edges are equivalent under the symmetries that preserve the load.

\section{Joint rotations and edge forces}

\subsection{The joints do not rotate}

The foam and its load are unchanged by reflection in the planes $x=0$, $y=2$ and $z=2$. The deformation, unique apart from rigid motion of the whole sample, has the same symmetry. A rotation vector is axial: reflection in a plane preserves its component normal to that plane and reverses the other two. A joint lying on a mirror plane can therefore rotate only about the normal to that plane.

The joint $(0,2,1)$ lies on both $x=0$ and $y=2$. The first plane permits rotation about $x$ alone, the second about $y$ alone, so the joint does not rotate. The joint $(0,1,2)$ lies on $x=0$ and $z=2$, and the same argument applies. The $x$-joints follow by symmetry.

\subsection{The horizontal edges carry no force}

The edge from $(0,1,2)$ to $(1,0,2)$ lies in the mirror plane $z=2$, so its force is horizontal. Reflection in the plane $x=y$ exchanges its ends. At the midpoint, the forces that the two halves exert on each other are opposite, and the reflection must turn one into the other. The force is thus normal to the plane $x=y$, which is the direction of the edge. Without shear force the bending moment is constant, and a constant moment would rotate one end relative to the other. Since neither end rotates, the moment is zero. The edge carries at most an axial tension $N$.

An inclined edge in the plane $x=0$ has no $x$ force, by reflection in that plane. Let $H$ be the $y$ component of the force with which it pulls the joint $(0,1,2)$ towards positive $y$. Two such edges meet there, and two horizontal edges each pull back with $N/\sqrt2$:
\begin{equation}
2H-\sqrt2N=0 .
\label{joint}
\end{equation}
Now cut the foam by a plane with $y$ between 1 and 2. Each area $(4a)^2$ of the cut crosses two inclined edges and two horizontal ones. There is no average lateral stress, hence
\begin{equation}
2H+\sqrt2N=0 .
\label{cut}
\end{equation}
Adding and subtracting Eqs.~\eqref{joint} and \eqref{cut} gives $H=N=0$. Each inclined edge carries a purely vertical force $F$. A horizontal cut with $z$ between 1 and 2 crosses four inclined edges per area $(4a)^2=8L^2$, so
\begin{equation}
4F=8L^2\sigma,\qquad F=2L^2\sigma .
\label{force}
\end{equation}

\section{Deflection of one edge}

The force $F$ makes $45^\circ$ with the edge. Its axial and transverse components both equal $P=F/\sqrt2$. The axial part extends the edge by $sP$, with
\begin{equation}
s=\frac{L}{E_sA}.
\label{axial}
\end{equation}

For the transverse part, let $w(\xi)$ be the bending deflection relative to the end $\xi=0$, with $P$ acting in the positive $w$ direction at $\xi=L$. The moment falls linearly along the edge:
\begin{equation}
E_sI\,w''(\xi)=M_0-P\xi .
\end{equation}
Integration with $w'(0)=0$ gives
\begin{equation}
E_sI\,w'(\xi)=M_0\xi-\frac{P\xi^2}{2}.
\end{equation}
The other end does not rotate either, so $w'(L)=0$ and $M_0=PL/2$. The moment is $PL/2$ at one end, zero at midspan and $-PL/2$ at the other end, and the edge takes an S shape. A second integration with $w(0)=0$ yields
\begin{equation}
w(L)=\frac1{E_sI}\left(\frac{PL^3}{4}-\frac{PL^3}{6}\right)
=\frac{PL^3}{12E_sI}.
\label{deflection}
\end{equation}
Transverse shear adds $PL/(\kappa GA)$. The total transverse compliance is
\begin{equation}
t=\frac{L^3}{12E_sI}+\frac{L}{\kappa GA}.
\label{transverse}
\end{equation}

\section{The foam modulus}

Take an inclined edge whose upper end lies towards positive $y$. Its direction is $\mathbf e=(\hat{\mathbf y}+\hat{\mathbf z})/\sqrt2$, and the transverse direction is $\mathbf n=(-\hat{\mathbf y}+\hat{\mathbf z})/\sqrt2$. Since $F\hat{\mathbf z}=P(\mathbf e+\mathbf n)$, the upper end moves relative to the lower by
\begin{equation}
P(s\mathbf e+t\mathbf n)=\frac F2\left[(s+t)\hat{\mathbf z}+(s-t)\hat{\mathbf y}\right].
\label{vector}
\end{equation}
The edge spans a height $L/\sqrt2$, so the vertical strain is
\begin{equation}
\varepsilon_z=\frac{F(s+t)/2}{L/\sqrt2}=\frac{F(s+t)}{\sqrt2L}.
\label{strain}
\end{equation}
With $\sigma=F/(2L^2)$ from Eq.~\eqref{force},
\begin{equation}
E^*=\frac{\sigma}{\varepsilon_z}=\frac{1}{\sqrt2L(s+t)} .
\label{modulus}
\end{equation}

To express this through density, take the bending term out of $s+t$:
\begin{equation}
s+t=\frac{L^3}{12E_sI}\left[1+\frac{12I}{AL^2}
\left(1+\frac{E_s}{\kappa G}\right)\right].
\end{equation}
Equations~\eqref{shape} and \eqref{density} give $I/L^4=8c\rho^2/9$ and $12I/(AL^2)=12cA/L^2=8\sqrt2\,c\rho$. For an isotropic solid with Poisson ratio $\nu$, $E_s/G=2(1+\nu)$. Hence
\begin{equation}
\frac{E^*}{E_s}=\frac{16\sqrt2}{3}\,\frac{c\rho^2}{1+b\rho},
\qquad b=8\sqrt2\,c\left[1+\frac{2(1+\nu)}{\kappa}\right].
\label{full}
\end{equation}
For round edges, $c=1/(4\pi)$ gives the value of $C$ stated at the start. The first term in $b$ comes from stretching and the second from shear. Both add compliance, so both lower the modulus.

The local exponent on a logarithmic plot is
\begin{equation}
\frac{d\ln E^*}{d\ln\rho}=2-\frac{b\rho}{1+b\rho}.
\label{exponent}
\end{equation}
In this beam model it tends to 2 as the edges become slender and falls below 2 at finite density.

\section{Lateral contraction and a clamped film}

Along $y$, one repeat length $4a$ consists of the diagonal of a horizontal square, whose edges are undeformed, and two inclined edges. By Eq.~\eqref{vector}, the $y$ extent of each inclined edge changes by $F(s-t)/2$, so
\begin{equation}
\varepsilon_y=\frac{F(s-t)}{4L/\sqrt2}=\frac{F(s-t)}{2\sqrt2L},
\qquad
\nu^*=-\frac{\varepsilon_y}{\varepsilon_z}=\frac{t-s}{2(t+s)} .
\label{poisson}
\end{equation}
For slender edges $t\gg s$, and the foam Poisson ratio $\nu^*$ tends to $1/2$. Bending then changes the shape of the foam at almost constant volume.

For a cubic material the bulk modulus is $K=E^*/[3(1-2\nu^*)]$. Equation~\eqref{poisson} gives $1-2\nu^*=2s/(s+t)$, so that
\begin{equation}
K=\frac{1}{6\sqrt2Ls}=\frac{E_sA}{6\sqrt2L^2}=\frac{E_s\rho}{9}.
\label{bulk}
\end{equation}
The transverse compliance has cancelled, and $K$ is linear in density. Under equal stress in all directions, equal axial tensions balance at each joint. At $(0,2,1)$, for instance, the edge vectors $(0,-1,1)$, $(0,1,1)$, $(1,0,-1)$ and $(-1,0,-1)$ add to zero. This is the case $\beta_0=0$ of Eq.~\eqref{minimum}, applied to a different load.

The difference matters for a film bonded to a stiff substrate and pressed uniformly along its normal, because the substrate prevents lateral strain. Let the normal be a cube axis, and let $C_{11}$ and $C_{12}$ be the normal stresses per unit strain, parallel and perpendicular to that strain. Then $K=(C_{11}+2C_{12})/3$. Subtracting Hooke's law for two axes gives $C_{11}-C_{12}=E^*/(1+\nu^*)$. The clamped modulus is therefore
\begin{equation}
C_{11}=K+\frac23(C_{11}-C_{12})
=\frac{E_s\rho}{9}+\frac{2E^*}{3(1+\nu^*)} .
\label{clamped}
\end{equation}
Its first term dominates at low density. A perfect Kelvin film clamped in this way has a linear law, although its Young modulus is quadratic.

The linear bulk modulus requires axial forces that balance at every joint. Regular cells are not necessary for this. In a Voronoi foam each edge is normal to a face of the tetrahedron formed by the four seeds around a joint. The area-weighted normals of a closed tetrahedron add to zero, so tensions proportional to the face areas balance and $K$ stays linear. Moving the joints independently of one another generally destroys the balance. In one computed frame whose joints were displaced at random, the bulk exponent was 1.9997 at $\rho=10^{-5}$, against 1.0000 for the perfect cell at $\rho=10^{-4}$. The exponent of the Young modulus stayed close to 2, at 1.9996 for $\rho=10^{-4}$. It was also close to 2 for the perfect cell loaded along a body diagonal, 1.9997 at the same density.

\section{A numerical example}

Take round model parameters: $E_s=10$~GPa, $\nu=0.20$, $L=20$~nm and $d=4$~nm. For the round section use the shear coefficient $\kappa=6(1+\nu)/(7+6\nu)=0.878$. The area is $A=12.57$~nm$^2$ and the second moment $I=12.57$~nm$^4$; the numbers agree because $d=4$ in the chosen unit. Equation~\eqref{density} gives
\begin{equation}
\rho=\frac{3\times12.57}{2\sqrt2\times20^2}=0.0333 .
\end{equation}
The leading law predicts
\begin{equation}
E^*\simeq0.600\times(0.0333)^2\times10^4\ {\rm MPa}\approx6.66\ {\rm MPa}.
\end{equation}
Stretching reduces this to 6.47~MPa. With shear included, $b=3.36$ and $b\rho=0.112$, so Eq.~\eqref{full} gives $6.66/1.112=5.99$~MPa. A three-dimensional frame calculation in which every joint was free to move and rotate gives the same value. It tests the symmetry and equilibrium arguments within the beam model.

An applied stress of 0.010~MPa is $10^{-5}$~nN/nm$^2$. Each inclined edge then carries $F=2\times400\times10^{-5}=0.008$~nN, or 8~pN. The compliances are 5.31~nm/nN for bending, 0.435~nm/nN for shear and 0.159~nm/nN for stretching. As the axial and transverse forces are equal, the energy divides in the same ratio: 89.9\% bending, 7.4\% shear and 2.7\% stretching. Bending deflects the edge by $0.00566\times5.31=0.030$~nm, while its axial extension is 0.0009~nm.

The end moment is $FL/(2\sqrt2)=0.0566$~nN\,nm. The largest bending stress, at the edge surface, is
\begin{equation}
\frac{FL}{2\sqrt2}\,\frac{d}{2I}
=\frac{0.0566\times2}{12.57}\ {\rm GPa}\approx9.0\ {\rm MPa},
\end{equation}
about 900 times the applied stress. Inserting $F=2L^2\sigma$ and $I=\pi d^4/64$ shows that this ratio equals $32(L/d)^3/(\sqrt2\pi)$. It grows as $\rho^{-3/2}$, so a foam becomes weak as well as compliant when its edges are thinned.

The Poisson ratio is 0.473 and the bulk modulus 37.0~MPa. Equation~\eqref{clamped} gives a clamped modulus of
\begin{equation}
37.0+\frac{2\times5.99}{3\times1.473}\approx39.7\ {\rm MPa},
\end{equation}
6.6 times the Young modulus. For this model foam, reading such a clamped measurement as $E^*$ would overstate the Young modulus by that factor. The factor need not carry over to an irregular foam. It depends on the kind and size of the disorder, and falls when axial forces alone can no longer balance at the joints.

\section{Where the square law stops}

Within the beam model, Eq.~\eqref{exponent} describes the departure from the square. For the same solid and round edges, the exponent is 1.997 at $\rho=0.001$, 1.97 at 0.01, 1.86 at 0.05 and 1.75 at 0.1. The numerical output lists the corresponding moduli.

A real joint has a size of order $d$. It shortens the flexible part of each edge, and the overlap makes Eq.~\eqref{density} overcount the solid. Both effects are of relative order $d/L\propto\sqrt\rho$. They vanish as $\rho\to0$ and leave the limiting exponent at 2, but at small density they decay more slowly than the correction $b\rho$. Both raise $E^*/\rho^2$ at a given true density, whereas stretching and shear lower it, so the local exponent of a real foam can lie above 2. In the example $d/L=0.2$, so the modulus of a real foam with this geometry could differ from 5.99~MPa by some tens of per cent. The extra digits serve to compare two calculations of the same model. For dense porous films, whose pores are separated by thick walls, the slender-edge expansion gives no reliable modulus.

The load must also be small. If the ends of an edge do not rotate, a small axial force $P$ changes its bending stiffness by a relative amount of about $PL^2/(10E_sI)$. In the example $PL^2/(E_sI)=0.00566\times400/(10\times12.57)\approx0.018$, so the change is about 0.002. The edge also tilts, by an angle of about $PL^2/(12E_sI)$, which alters the foam stiffness to the same order. Under purely axial compression, a straight edge whose ends can shift sideways but do not rotate buckles when $PL^2/(E_sI)$ reaches $\pi^2$. The inclined edges of this foam also carry an equal transverse force, so as long as the joints do not turn they bend over gradually instead. In compression their deflection becomes a sizeable fraction of $L$ when $PL^2/(E_sI)$ is a few units; in tension they turn towards the load axis and stiffen. Since $P\propto\sigma L^2$, the corresponding stress scales as $E_sI/L^4$, again as $\rho^2$.

\section*{Computed results}
\begin{verbatim}
Solid Young modulus: 10.0 GPa
Solid Poisson ratio: 0.20
Edge length L: 20.0 nm
Edge diameter d: 4.0 nm
Ratio d/L: 0.200
Section area A: 12.566 nm^2
Second moment I: 12.566 nm^4
Relative density: 0.03332
Shear coefficient kappa: 0.8780
Leading coefficient C, circular edge: 0.6002
Correction b, stretching only: 0.9003
Correction b, with shear: 3.3612
E*, leading square law: 6.664 MPa
E*, bending and stretching: 6.470 MPa
E*, with shear, formula: 5.993 MPa
E*, with shear, frame calculation: 5.993 MPa
Applied stress: 0.010 MPa
Overall strain: 1.669e-03
Vertical force per inclined edge: 8.000 pN
Axial compliance s: 0.1592 nm/nN
Shear compliance: 0.4350 nm/nN
Bending compliance: 5.3052 nm/nN
Bending deflection of an edge: 0.03001 nm
Axial extension of an edge: 0.00090 nm
End moment: 0.05657 nN nm
Peak bending stress: 9.003 MPa
Peak bending stress / applied stress: 900.3
Energy share, stretching: 2.70 %
Energy share, shear: 7.37 %
Energy share, bending: 89.93 %
Foam Poisson ratio: 0.4730
Bulk modulus: 37.024 MPa
Laterally clamped modulus: 39.736 MPa
Clamped modulus / E*: 6.630
Exponent, E* along cube axis, rho=1e-4: 1.9997
Exponent, E* along diagonal, rho=1e-4: 1.9997
Exponent, E* irregular cell, rho=1e-4: 1.9996
Exponent, bulk perfect cell, rho=1e-4: 1.0000
Exponent, bulk irregular, rho=1e-5: 1.9997
Exponent, E* simple cubic, rho=1e-4: 1.0000
rho=0.001: E*/Es=5.9820e-07, exponent=1.9966
rho=0.010: E*/Es=5.8069e-05, exponent=1.9675
rho=0.050: E*/Es=1.2846e-03, exponent=1.8561
rho=0.100: E*/Es=4.4922e-03, exponent=1.7484
\end{verbatim}
